Splitting the electron repulsion between wavefunction and density functional, part 2

Part of the repulsion of N electrons stays in the Hamiltonian and the rest becomes a density functional. The wavefunction is now restricted to one determinant.

T̂ is the kinetic energy, V̂ = Σ_i v(r_i), Ŵ = Σ_{i<j} κ/r_ij, κ = e²/(4πε₀) = 2.307078×10⁻²⁸ J m, 1 aJ = 10⁻¹⁸ J. With inverse length μ and Fourier transform w̃,

w_lr = κ erf(μr)/r,  w_sr = κ erfc(μr)/r,

w_lr = (2κμ/√π) [1 − μ²r²/3 + μ⁴r⁴/10 − …],

w̃_sr(k) = (4πκ/k²)(1 − e^{−k²/4μ²}),  ∫w_sr d³r = w̃_sr(0) = πκ/μ².

Ŵ_lr is the pair sum of w_lr. Over antisymmetric Ψ with density n,

F[n] = min_{Ψ→n} ⟨Ψ|T̂ + Ŵ|Ψ⟩,
F_lr[n] = min_{Ψ→n} ⟨Ψ|T̂ + Ŵ_lr|Ψ⟩,
E_Hxc^sr[n] = F[n] − F_lr[n].

The exact ground-state energy is

E₀ = min_Ψ 𝓔[Ψ],  𝓔[Ψ] = ⟨Ψ|T̂ + Ŵ_lr + V̂|Ψ⟩ + E_Hxc^sr[n_Ψ],   (1)

𝓔[Ψ] − E₀ = (⟨Ψ|T̂ + Ŵ_lr|Ψ⟩ − F_lr[n_Ψ]) + (F[n_Ψ] + ∫v n_Ψ − E₀).

The minimiser Ψ_lr has the exact density n₀ and obeys, with V̂_sr the one-body potential δE_Hxc^sr/δn,

(T̂ + Ŵ_lr + V̂ + V̂_sr[n_Ψ]) Ψ_lr = ℰ Ψ_lr.   (3)

The mixed derivative ∂²/∂x₁∂x₂ removes one-body terms but not the pair interaction.

Inversion finds the maximising u = v_lr in Lieb's form

F_lr[n] = max_u { E_lr[u] − ∫un },

E_lr[u] being the ground-state energy with Ŵ_lr and potential u; δF_lr/δn = −v_lr up to a constant.

The Kohn–Sham determinant Φ_s has density n and the lowest kinetic energy T_s. Superscripts lr and sr mean w = w_lr and w_sr; without one, w = κ/r:

E_H[n; w] = ½∬n(r)n(r′)w d³r d³r′,
E_x[n; w] = ⟨Φ_s|Σ_{i<j}w|Φ_s⟩ − E_H[n; w],
E_c = F − ⟨Φ_s|T̂ + Ŵ|Φ_s⟩ ≤ 0,
E_c^lr = F_lr − ⟨Φ_s|T̂ + Ŵ_lr|Φ_s⟩ ≤ 0,
E_Hxc^sr = E_H^sr + E_x^sr + E_c^sr,  E_c^sr ≡ E_c − E_c^lr.

For two opposite-spin electrons φ = √(n/2) gives T_s, and E_x = −½E_H.

The model is Hooke's atom on a radial grid: v = mω²r²/2, ħω = 2 aJ, μ = 10 nm⁻¹, E₀ = 8.079353 aJ, E_c = −0.1658 aJ, φ₀ = √(n₀/2), d ∝ φ₀(r² − ⟨r²⟩) normalised.

**7. One determinant**

Restrict the search in (1) to determinants Φ = (N!)^{−1/2} det[ψ_i(x_j)] of orthonormal spin orbitals ψ_i, with x = (r, σ):

E_RSH = min_Φ { ⟨Φ|T̂ + Ŵ_lr + V̂|Φ⟩ + E_Hxc^sr[n_Φ] }.   (5)

All N(N−1)/2 pairs contribute equally to ⟨Ŵ_lr⟩, so it is N(N−1)/2 times ⟨Φ|w_lr(r₁₂)|Φ⟩. Expand both determinants. Integration over x₃ … x_N forces the same orbital on each of these electrons in bra and ket. If electrons 1 and 2 carry the ordered pair (i, j) in the bra, there are (N−2)! ways to place the rest, and the ket has either (i, j), with relative sign +, or (j, i), one transposition away, with sign −. The prefactor is [N(N−1)/2](N−2)!/N! = ½:

⟨Φ|Ŵ_lr|Φ⟩ = ½ Σ_{i≠j} ∬ [ |ψ_i(x)|²|ψ_j(x′)|² − ψ_i*(x)ψ_j(x)ψ_j*(x′)ψ_i(x′) ] w_lr dx dx′.

The bracket vanishes for i = j, so those terms can be added. For orbitals of definite spin, ψ_i = φ_iσ(r) times a spin function, the spin sum removes the second term unless both spins agree. With γ_σ(r,r′) = Σ_i φ_iσ(r)φ_iσ*(r′) and n = Σ_σγ_σ(r,r),

⟨Φ|Ŵ_lr|Φ⟩ = E_H^lr[n] + E_x^{lr,HF}[Φ],  E_x^{lr,HF} = −½ Σ_σ ∬ |γ_σ(r,r′)|² w_lr d³r d³r′.   (6)

Limit: for w = c, orthonormality gives ∬|γ_σ|² = N_σ, and (6) is cN²/2 − cN/2 = cN(N−1)/2, the number of pairs times c. For two electrons in one orbital each spin gives −½∬φ²φ²w, in total −½E_H, as in section 6.

Insert (6) and the split of section 6 into (5). The two Hartree parts are evaluated at the same density and join:

E_RSH = min_Φ { ⟨Φ|T̂ + V̂|Φ⟩ + E_H[n_Φ] + E_x^{lr,HF}[Φ] + E_x^sr[n_Φ] + E_c^sr[n_Φ] }.   (7)

This is the range-separated hybrid: full Hartree energy, Fock exchange with the erf kernel at full weight, and short-range exchange and correlation as density functionals. E_x^{lr,HF} is evaluated on the orbitals being varied, whereas E_x^sr[n] is defined through Φ_s[n].

Vary φ_iσ*(r). The density changes by δφ* φ_iσ, so each density functional contributes its potential times φ_iσ. In the exchange term |γ_σ(r,r′)|² = γ_σ(r,r′)γ_σ(r′,r), each factor contains φ_iσ* once, and the two contributions are equal after renaming r ↔ r′ because w_lr is symmetric; this cancels the ½. The energy is unchanged by unitary mixing of occupied orbitals of one spin, since it depends on γ_σ only, so the Hermitian matrix of multipliers for orthonormality can be taken diagonal:

f̂_σ φ_iσ = ε_iσ φ_iσ,  f̂_σ = −ħ²∇²/2m + v + v_H + v_xc^sr − K̂_σ^lr,   (8)
(K̂_σ^lr φ)(r) = ∫ γ_σ(r,r′) w_lr(|r − r′|) φ(r′) d³r′,

with v_H = ∫n(r′)κ/|r − r′| d³r′ and v_xc^sr = δ(E_x^sr + E_c^sr)/δn, the same for both spins because the functional depends on the total density. For real closed-shell orbitals a rotation δφ_i = Σ_a x_ai φ_a into empty orbitals changes the energy by 4Σ x_ai⟨φ_a|f̂|φ_i⟩, a factor 2 from the spins and 2 from bra and ket.

In the model at φ₀, the finite-difference slope of the functional (5), built from the two-electron expectation value and two inversions per point, is 0.056289 aJ along d, and 4⟨d|f̂|φ₀⟩ = 0.056288 aJ. The term −K̂ contributes 0.780517 aJ; without it the formula would give 0.0563 − 0.7805 = −0.7242 aJ. The slope is not zero: the exact density does not minimise (5).

For the two-electron singlet γ_σ = φ(r)φ(r′), so K̂^lr φ = φ(r)∫φ²w_lr = ½v_H^lr φ. Far outside the density w_lr → κ/r and ∫φ² = 1, so K̂^lrφ/φ → κ/r, and v_H − K̂^lr → 2κ/r − κ/r: at any μ > 0 the electron sees one other electron, provided v_xc^sr falls off faster than 1/r, which is shown here only for the local functional of section 10. The program finds r(K̂φ/φ)/κ = 1.00000000 at r = 1 nm. The check is mild, since all density lies within 0.3 nm and μ|r − r′| ≥ 7 there.

**8. What the restriction costs**

Define F_lr^SD[n] = min_{Φ→n}⟨Φ|T̂ + Ŵ_lr|Φ⟩ over determinants, and Δ[n] = F_lr^SD[n] − F_lr[n] ≥ 0, the sign holding because determinants are a subset of all Ψ. Sorting the search in (5) by density and using F_lr^SD + E_Hxc^sr = F + Δ,

E_RSH = min_n { F[n] + ∫vn + Δ[n] } ≥ E₀.

For an upper bound evaluate at n₀. With δ[n] = ⟨Φ_s|T̂ + Ŵ_lr|Φ_s⟩ − F_lr^SD ≥ 0, because Φ_s is a trial determinant,

Δ = (⟨Φ_s|T̂ + Ŵ_lr|Φ_s⟩ − δ) − (⟨Φ_s|T̂ + Ŵ_lr|Φ_s⟩ + E_c^lr) = −E_c^lr − δ,

E₀ ≤ E_RSH ≤ E₀ − E_c^lr[n₀].   (9)

So even with the exact short-range functional the hybrid (7) may lie above E₀, by at most the magnitude of the long-range correlation energy at n₀. Equality on the left needs Ψ_lr to be a determinant. For two electrons of opposite spin this is excluded at μ > 0: putting φ_a(r₁)φ_b(r₂) into (3) and dividing by it gives a(r₁) + b(r₂) + w_lr(r₁₂) = ℰ, which the mixed derivative of section 4 rules out.

Limits. At μ = 0, E_c^lr = 0 and (9) gives E_RSH = E₀: Kohn–Sham theory. At μ → ∞ the short-range functional vanishes and (7) is Hartree–Fock, whose error is the full Hartree–Fock correlation energy.

Exactness returns if Δ is subtracted inside the search, E₀ = min_Φ{⟨Φ|T̂ + Ŵ_lr + V̂|Φ⟩ + E_Hxc^sr[n_Φ] − Δ[n_Φ]}, since then the value in each density class is F + ∫vn. This is a generalized Kohn–Sham scheme. Its correlation functional is

E_c^sr − Δ = (E_c − E_c^lr) + E_c^lr + δ = E_c + δ.

A long-range-corrected hybrid, which pairs E_x^{lr,HF} and E_x^sr with a full-range correlation functional, approximates this scheme, with δ neglected or absorbed in the approximation. It is not the determinant restriction (7), which carries E_c^sr only. The two share the exchange operator of (8).

For spin-restricted two-electron singlets section 1 shows that the best determinant at density n is √(n/2) for T̂, and ⟨Ŵ_lr⟩ = ½E_H^lr does not depend on the phase, so δ = 0 and Δ = −E_c^lr. Then (7) reads min_n{T_s + ∫vn + ½E_H + E_c^sr}, restricted Hartree–Fock plus E_c^sr. If spin symmetry is allowed to break, δ can be positive; (9) still holds.

To find the minimum in the model, let v′ be the potential whose Coulomb ground state has density n, so δF/δn = −v′. Stationarity of F + ∫vn − E_c^lr gives v′ = v − v_c^lr[n] + const, where differentiating E_c^lr = F_lr − T_s − ½E_H^lr gives v_c^lr = −v_lr + v_s − ½v_H^lr, and v_s = (ħ²/2m)∇²φ/φ + const is the potential of which φ is an eigenfunction. Iterating to a fixed point yields

E_RSH = 8.106641 aJ (50.598 eV),  E_RSH − E₀ = 8.106641 − 8.079353 = 0.027288 aJ (0.170 eV),

inside (9), whose upper bound is 0.027411 aJ (0.171 eV). The program tests both inequalities, and tests that along the direction of type d the slope of (5) vanishes at this orbital and both neighbours lie higher. The error is 0.3 % of E₀ and 16 % of |E_c|. The density is off by Σ|n_RSH − n₀| = 0.0123 electrons. The value lies 0.000123 aJ, or 0.45 % of the bound, below the bound. Expanding F + ∫vn = E₀ + ½δn·A·δn with positive A, and Δ to first order with gradient g = −v_c^lr, gives δn = −A⁻¹g and a lowering ½g·A⁻¹g, second order in v_c^lr when the curvature of Δ is neglected. That this estimate reproduces the number was not tested.

**9. How fast long-range correlation sets in**

Take two electrons in a spherical density and small μ. From section 2, with r₁₂² = r₁² + r₂² − 2r₁·r₂,

w_lr = 2κμ/√π − (2κμ³/3√π)(r₁² + r₂²) + C r₁·r₂ + O(μ⁵),  C = 4κμ³/(3√π).

The first two terms have the same expectation value in every state of density n, so they cancel between F_lr and ⟨Φ_s|…|Φ_s⟩ in E_c^lr. Treat C r₁·r₂ as a perturbation of the Kohn–Sham Hamiltonian, with orbital φ of energy ε₀. Since ⟨φ|r|φ⟩ = 0 by parity, its expectation value in Φ_s and its coupling to single excitations vanish. The first-order wavefunction has double excitations only, and the one-body operator n̂ does not connect these to Φ_s, so the density is unchanged at first order and the potential that restores it differs from v_s by u₂ = O(C²). In the Lieb form, E[v_s + u₂] contains ∫u₂n, which cancels against −∫u₂n, and the contribution of this term to E_c^lr is the second-order energy E₂ up to O(C⁴). Odd orders vanish, because inverting r₁ alone sends C to −C and leaves the spherical density unchanged.

The operator x maps the s orbital only onto p_x orbitals. With radial functions u₀ and u_a (φ = u₀Y₀₀/r), d_a = ∫u_a r u₀ dr, and angular factors 1/√(4π) and √(3/4π) x/r,

⟨p_{a,x}|x|φ⟩ = d_a (√3/4π)∫(x/r)² dΩ = d_a/√3.

The spatial products p_{a,α}(r₁)p_{b,β}(r₂), over ordered pairs, are part of an orthonormal basis, and the matrix element is δ_αβ C d_a d_b/3. Three directions, each with square C²d_a²d_b²/9, give

E_c^lr ≈ −(16κ²μ⁶/9π) Σ_{a,b} d_a² d_b² / [3(ε_a + ε_b − 2ε₀)].   (10)

The cross term of the μ³ and μ⁵ parts of the kernel is O(μ⁸) and is the leading correction, so the relative correction is of order μ² times a squared size of the system. At μ = 0.5 nm⁻¹ the inversion gives −5.505×10⁻⁹ aJ and (10) gives −5.563×10⁻⁹ aJ, a difference of 1.0 % of the latter. The μ⁵ term of the kernel has the opposite sign to the μ³ term, which suggests this sign of the deviation; that is a conjecture. At 5 nm⁻¹ the law would give −5.563×10⁻⁹ × 10⁶ = −0.0056 aJ against the computed −0.0023 aJ and is out of its range. The computed E_c^lr[n₀] at 5, 10 and 20 nm⁻¹ is −0.0023, −0.0274 and −0.0918 aJ, or 1.4 %, 17 % and 55 % of E_c. |E_c^lr| grows across the four values of μ computed; monotonicity between them was not tested and no proof is offered.

A μ⁶ onset needs μ times the whole extent of the system to be small and the denominators to stay finite. A stretched two-electron bond breaks both conditions. With non-overlapping fragment orbitals a and b at distance R ≫ 1/μ and n = a² + b², the restricted determinant has φ = (a + b)/√2, half its weight has both electrons on one fragment, and ⟨Ŵ_lr⟩ = ½U_lr + ½κ/R with U_lr = ∬a²a²w_lr. The covalent state [a(r₁)b(r₂) + b(r₁)a(r₂)]/√2 has the same density and kinetic energy at zero overlap and ⟨Ŵ_lr⟩ = κ/R. As a trial state for F_lr it gives −E_c^lr ≥ ½U_lr − κ/2R, and U_lr ≈ 2κμ/√π when 1/μ is much larger than the fragment size. In the window 1/R ≪ μ ≪ 1/(fragment size) the missing correlation at this density is then at least about κμ/√π, a bound linear in μ. Equation (1) admits the covalent state; the restricted form of (5) does not.

**10. An explicit short-range functional**

For the spin-unpolarised uniform gas Φ_s fills a sphere of radius k_F, n = k_F³/3π², and with y = k_F r

γ_σ(r) = (1/2π²)∫₀^{k_F} k² [sin(kr)/kr] dk = (sin y − y cos y)/(2π²r³) = (3n/2) j₁(y)/y.

Formula (6) with w_sr, per electron, is ε = −(1/2n)·2∫|γ_σ|²w_sr d³r = −9πκn∫₀^∞ r erfc(μr)[j₁(y)/y]² dr. In momentum space the transform of |γ_σ|² at q is the overlap volume Ω(q) of two Fermi spheres displaced by q, divided by (2π)³. The overlap is two caps of height h = k_F(1 − x), x = q/2k_F ≤ 1, each of volume πh²(3k_F − h)/3, and (1 − x)²(2 + x) = 2 − 3x + x³, so Ω/(2π)³ = (n/2)p(x) with p = 1 − 3x/2 + x³/2. Parseval's relation and w̃_sr give

ε = −½ (1/2π²)∫ q² w̃_sr(q) p dq = −(2κk_F/π) ∫₀¹ (1 − e^{−b²x²}) p(x) dx,  b = k_F/μ.

Put A = μ/2k_F = 1/2b and η = e^{−1/4A²}. Then ∫₀¹p = 3/8, ∫₀¹e^{−b²x²} = A√π erf(1/2A), ∫₀¹x e^{−b²x²} = (1 − η)/2b² = 2A²(1 − η), and ∫₀¹x³e^{−b²x²} = [1 − (1 + b²)η]/2b⁴ = 8A⁴(1 − η) − 2A²η. Weighting these by 1, −3/2, ½ and collecting η,

ε = −(3κk_F/4π) { 1 − (8A/3)[√π erf(1/2A) + (2A − 4A³)η − 3A + 4A³] }.

At A → 0 this is the full LDA exchange energy per electron. At large A, 1 − e^{−b²x²} ≈ b²x² and ∫₀¹x²p = 1/3 − 3/8 + 1/12 = 1/24 give ε = −κk_F³/(12πμ²) = −πκn/4μ², which is half the on-top exchange hole −n/2 times ∫w_sr d³r. The potential is d(nε)/dn = ε + (k_F/3)dε/dk_F. At low density it is −πκn/2μ² and dies with the density, so the κ/r tail of section 7 comes from K̂^lr alone. At n = 100 nm⁻³, k_F = 14.3595 nm⁻¹, A = 10/(2 × 14.3595) = 0.34820, and real-space quadrature, momentum form and closed form agree on ε = −0.13812 aJ. The prefactor is 3 × 0.23071 aJ nm × 14.3595 nm⁻¹/4π = 0.7909 aJ, so 17 % of the LDA exchange is short-ranged at this density.

**11. Several orbitals: LiH**

With one orbital the Fock operator acts as a local potential, so (6) and (8) need a case with more. The level of theory is LiH at 160 pm, STO-3G basis, μ = 10 nm⁻¹, E_x^sr = ∫nε, and no short-range correlation. The totals describe this approximation, not the molecule.

For (6), a determinant of random orthonormal orbitals, different for the two spins, is expanded in the full configuration space, its coefficients being 2×2 minors, and ⟨Ŵ_lr⟩ is taken there: 7.25751112 aJ, the same as Hartree plus Fock from the density matrices. For (8), a random occupied–empty rotation of the core-Hamiltonian orbitals gives a finite-difference slope of −0.413346 aJ for the functional (5) and the same value for 4Σx_ai⟨φ_a|f̂|φ_i⟩.

At self-consistency the terms of (7), with the nuclear repulsion 3κ/R = 3 × 0.2307078/0.16 = 4.3258 aJ, are

−54.1533 (T + V) + 24.9558 (E_H) − 3.9974 (E_x^{lr,HF}) − 4.6947 (E_x^sr) + 4.3258 = −33.5638 aJ,

equal to E_RSH = −33.5639 aJ (−209.489 eV) up to rounding; the highest occupied orbital energy is −1.162 aJ. Solving (3) self-consistently in the full configuration space with the same functional gives −33.5753 aJ (−209.561 eV). The program tests that this state is stationary for (1) along a random direction and that both neighbours lie higher. The lowering is 33.575349 − 33.563881 = 0.0115 aJ (0.072 eV), and the hybrid determinant has weight 0.9959 in the multideterminant state. These values are specific to the minimal basis. The lowering is 0.0132 aJ in 6-31G and, with the Li 1s orbital frozen, 0.022 aJ in cc-pVDZ and 0.026 aJ in cc-pVTZ, where the weight is 0.991, the highest occupied orbital energy −1.25 aJ and E_RSH = −34.14 aJ. A finer integration grid moves the STO-3G totals by 3×10⁻⁶ aJ and leaves the lowering unchanged at the digits shown.

The sign of the lowering does not depend on the functional being exact: the global minimum of one and the same 𝓔 over all Ψ cannot exceed its minimum over determinants. The other statements do depend on it. With an approximate E_Hxc^sr the second bracket in the excess 𝓔 − E₀ of section 3 acquires the error of the functional, which has no fixed sign, so neither energy bounds the exact one, the density is no longer exact, and the result varies with μ, which in (1) with the exact functional it does not.

Values computed for the example and the checks

```
kappa = 2.307078e-28 J m; kappa*mu = 2.307078 aJ
hbar*omega = 2.000 aJ, mu = 10.0 1/nm, wall = 0.30 nm, N = 14, lmax = 3
E0 model = 8.079353 aJ = 50.42736 eV
E0 separated ODE = 8.078420 aJ
erf-only trap energy: model = 7.703737 aJ
erf-only trap energy: ODE = 7.703432 aJ
V[n0] = 3.572406 aJ
F[n0] = 4.506947 aJ
F_lr[n0] = 4.159124 aJ
Ts[n0] = 2.528500 aJ
EH_lr = 3.316070 aJ
Ex_lr = -1.658035 aJ
Ec_lr = -0.027411 aJ
EHxc_sr = 0.347822 aJ
EH_sr = 0.972357 aJ
Ex_sr = -0.486179 aJ
Ec_sr = -0.138356 aJ
Ec = -0.165768 aJ
<T+W_lr> rescaled trial - F_lr = 0.068893 aJ
MD functional at Psi0 - E0 = 0.049381 aJ
v_sr(first) - v_sr(last point) = 0.956119 aJ
KS determinant weight: Psi_lr 0.99282, Psi0 0.97187; |<Psi_lr|Psi0>|^2 0.99217
MD functional - E0 at +0.01 = 0.000965 aJ
MD functional - E0 at -0.01 = 0.000963 aJ
slope with Esr = 0.000068 aJ
slope without Esr = -0.940669 aJ
dF_lr/dmu: finite diff 0.0597807, expectation 0.0597800 aJ nm
dEsr: finite diff -0.838129, v_sr.dn -0.838130 aJ
dE_RSH at n0: finite diff 0.056289, Fock 0.056288, K part 0.780517 aJ
E_RSH = 8.106641 aJ = 50.59767 eV
E_RSH - E0 = 0.027288 aJ = 0.17032 eV
upper bound -Ec_lr[n0] = 0.027411 aJ = 0.17109 eV
sum |n_RSH - n0| = 0.01226 electrons
r*(K_lr phi/phi)/kappa at r = 1 nm: 1.00000000
Ec_lr[n0] at mu = 5 1/nm = -0.002294 aJ
Ec_lr[n0] at mu = 20 1/nm = -0.091787 aJ
Ec_lr at mu = 0.5 1/nm: inversion -5.5053e-09, mu^6 law -5.5630e-09 aJ
srLDA at n = 100 1/nm^3: kF = 14.3595 1/nm, A = 0.34820, eps = -0.138120 aJ
LiH 160 pm random determinant <W_lr>: CI 7.25751112, Hartree+Fock 7.25751112 aJ
LiH orbital gradient: finite diff -0.413346, 4*F_ai -0.413346 aJ
LiH T+V = -54.153335 aJ
LiH EH = 24.955781 aJ
LiH Ex_lr Fock = -3.997439 aJ
LiH Ex_sr LDA = -4.694660 aJ
LiH nuclear repulsion = 4.325770 aJ
LiH HOMO = -1.161669 aJ
LiH E_RSH = -33.563881 aJ = -209.48927 eV
LiH E lr-FCI = -33.575349 aJ = -209.56085 eV
LiH difference = 0.011468 aJ = 0.07158 eV
LiH RSH determinant weight in lr-FCI state = 0.99592
```
